# Boundary Mean Free Path of Phonons in a Diffuse Circular Wire

A long, straight wire has a circular cross-section of radius $R$, diameter $D=2R$ and area $A=\pi R^2$. Its axis is the $z$ direction. Heat is carried by phonons that cross the interior without scattering and are scattered at the wall. The wall is completely diffuse: the phonons that leave a wall point fill all inward directions with equal occupation, whatever direction they came from.

Phonons are treated as particles, which requires wavelengths much smaller than $D$. The dispersion is isotropic, so at each frequency the group velocities point equally in all directions. For brevity all phonons have one speed $v$; part (b) removes this restriction. The heat capacity per volume is $C$. The boundary mean free path $\Lambda$ is defined through the conductivity,

$$\kappa=\tfrac13 Cv\Lambda .$$

The problem is to find $\Lambda$ from the geometry, and to see what kind of average it is.

## (a) The temperature of the wall

**Question.** Far from the ends, suppose that the wall temperature is $T(z)=T_0+gz$, with a small constant gradient $g$. Show that each wall point then receives as much energy as it emits.

**Solution.** A phonon keeps the occupation it was given at its last wall contact. Let it travel at angle $\theta$ to the axis, and let $\ell$ be the distance back along its path to the wall. It left the wall at height $z-\ell\cos\theta$. Relative to equilibrium at $T_0$, the energy per volume and solid angle is therefore, to first order in $g$,

$$u=\frac{C}{4\pi}\left[T(z)-T_0-g\ell\cos\theta\right].$$

The factor $1/4\pi$ shares the heat capacity equally among the directions.

Let $\alpha$ be the angle between an arriving phonon's velocity and the outward normal. The arriving power per area is $\int uv\cos\alpha\,d\Omega$ over a hemisphere. Since $\int\cos\alpha\,d\Omega=\pi$, the first part of $u$ gives $\tfrac14Cv[T(z)-T_0]$. This equals the emitted power, because emission has the same occupation in all directions of its hemisphere. The rest is

$$-\frac{gCv}{4\pi}\int \ell\cos\theta\cos\alpha\,d\Omega .$$

Reflection in the plane of constant $z$ changes the sign of $\cos\theta$ but leaves $\ell$ and $\cos\alpha$ unchanged. The integral vanishes, and the linear profile satisfies the balance. The argument holds for each frequency separately, so it covers elastic wall scattering as well as walls that exchange energy between frequencies.

## (b) The average that defines $\Lambda$

**Question.** Find the axial heat flux at a point of the cross-section, and express $\Lambda$ as an average over points and directions.

**Solution.** The axial velocity is $v\cos\theta$, so the flux is

$$q=\int uv\cos\theta\,d\Omega .$$

The term with $T(z)-T_0$ is odd in $\cos\theta$ and drops out. The other term gives

$$q=-g\,\frac{Cv}{4\pi}\int\ell\cos^2\theta\,d\Omega .$$

The minus sign means that heat flows toward lower temperature. Averaging over the cross-section and setting the result equal to $-\kappa g=-\tfrac13Cv\Lambda g$ gives Casimir's geometric average,

$$\Lambda=\frac{3}{4\pi A}\int dA\int d\Omega\;\ell\cos^2\theta .$$

One factor $\cos\theta$ comes from the axial velocity, the other from the height difference to the emitting wall point.

Neither $C$ nor $v$ appears in this average. If the speed depends on frequency or branch, each group of phonons has the same $\Lambda$, and $Cv$ in $\kappa$ is replaced by the sum of heat capacity times speed over the groups.

## (c) The circular section

**Question.** Evaluate the average for the circle. Do flights nearly parallel to the axis, whose length is unlimited, make it diverge?

**Solution.** Project the path on the cross-section. The projected length is $s=\ell\sin\theta$, which depends on the point and on the azimuth $\varphi$ but not on $\theta$. With $d\Omega=\sin\theta\,d\theta\,d\varphi$,

$$\int\ell\cos^2\theta\,d\Omega=\int_0^{2\pi}s\,d\varphi\int_0^\pi\cos^2\theta\,d\theta=\frac{\pi}{2}\int_0^{2\pi}s\,d\varphi .$$

The factor $1/\sin\theta$ in $\ell$ has cancelled the $\sin\theta$ of the solid angle, so the long flights contribute a finite amount. Hence

$$\Lambda=\frac{3}{8A}\int dA\int_0^{2\pi}d\varphi\;s .$$

Fix $\varphi$ and divide the circle into parallel chords. A chord at distance $|p|$ from the center has length $c=2\sqrt{R^2-p^2}$. Along it $s$ runs from $0$ to $c$, so

$$\int dA\,s=\int_{-R}^{R}dp\int_0^c s\,ds=\int_{-R}^{R}2(R^2-p^2)\,dp=4R^3-\frac{4R^3}{3}=\frac{8R^3}{3}.$$

This is the same for every $\varphi$, and the azimuthal integral multiplies it by $2\pi$:

$$\Lambda=\frac{3}{8\pi R^2}\cdot\frac{16\pi R^3}{3}=2R=D .$$

The boundary mean free path equals the diameter.

## (d) What is being averaged

**Question.** Compare $\Lambda$ with the plain average of $\ell$ over points and directions. Then find how the heat flux varies across the wire.

**Solution.** The plain average has no factor $3\cos^2\theta$, so its polar integral is $\int_0^\pi d\theta=\pi$:

$$\langle\ell\rangle_{\rm plain}=\frac{1}{4\pi A}\,\pi\,\frac{16\pi R^3}{3}=\frac{4R}{3}=\frac{2D}{3}.$$

Casimir's average is larger by the factor $3(\pi/2)/\pi=3/2$, because it favors directions near the axis, where flights are long.

For the flux profile, define a local path $\Lambda(r)=\tfrac38\int s\,d\varphi$, whose average over the section is $\Lambda$. At distance $r$ from the axis, with $\varphi$ measured from the outward radius, the wall is reached when $r^2+2rs\cos\varphi+s^2=R^2$. The positive root is

$$s=-r\cos\varphi+\sqrt{R^2-r^2\sin^2\varphi}.$$

The first term integrates to zero. The second gives four equal quarters, so with $m=r^2/R^2$

$$\Lambda(r)=\frac{3R}{2}E(m),\qquad E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2\varphi}\,d\varphi .$$

On the axis $E(0)=\pi/2$ and $\Lambda(0)=3\pi D/8\approx1.178D$. At the wall $E(1)=1$ and $\Lambda(R)=0.75D$. At $r=0.5R$ and $0.9R$, numerical integration over directions gives $1.101D$ and $0.879D$. The flux is largest on the axis but does not vanish at the wall, since phonons passing a point near the wall can have come from the far side.

## (e) The same result from a random walk

**Question.** Follow one phonon from wall to wall. Use its mean flight length and mean square axial step to find the conductivity.

**Solution.** Measure $\varphi$ from the inward normal, so that $-\pi/2<\varphi<\pi/2$. The emission rate per solid angle is proportional to the normal velocity, hence to $\sin\theta\cos\varphi$. Its integral over the hemisphere is

$$\int_0^\pi\sin^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=\frac{\pi}{2}\cdot2=\pi,$$

so the probability per solid angle is $\sin\theta\cos\varphi/\pi$. A chord starting at the wall has $s=D\cos\varphi$, and $\ell=D\cos\varphi/\sin\theta$. Therefore

$$\langle\ell\rangle=\frac{D}{\pi}\int_0^\pi\sin\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=\frac{D}{\pi}\cdot2\cdot\frac{\pi}{2}=D .$$

The axial step is $\Delta z=\ell\cos\theta$. In its mean square, $1/\sin^2\theta$ from $\ell^2$ cancels the $\sin^2\theta$ from emission and solid angle:

$$\langle\Delta z^2\rangle=\frac{D^2}{\pi}\int_0^\pi\cos^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi=\frac{D^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac{2D^2}{3}.$$

Successive steps are independent, because the wall erases the old direction and all points on the circle are equivalent. Their mean is zero. After $N$ flights the mean square displacement is $N\langle\Delta z^2\rangle$ and the mean elapsed time is $N\langle\ell\rangle/v$. The diffusivity is half their ratio:

$$\mathcal D=\frac{v\langle\Delta z^2\rangle}{2\langle\ell\rangle}=\frac{v(2D^2/3)}{2D}=\frac{vD}{3}.$$

Since $\kappa=C\mathcal D$, again $\Lambda=D$. This route uses no wall temperature profile.

## (f) Is $\Lambda$ the mean flight between wall contacts?

**Question.** In (e) the mean flight also came out as $D$. Decide with a square wire of side $a$ whether the two lengths agree in general.

**Solution.** First find the mean flight for any section. In equilibrium, phonons of number density $n$ strike a wall at the rate $nv/4$ per area. The quarter is $\int\cos\alpha\,d\Omega/4\pi$ over a hemisphere. In a volume $V$ with wall area $S$, each phonon thus strikes the wall at the mean rate $vS/4V$, and the mean flight is $4V/S$. This is $4\pi R^2/(2\pi R)=D$ for the circular wire and $4a^2/(4a)=a$ for the square one.

The reflection argument in (a) also holds for the square, so the formula for $\Lambda$ in (c) applies. Take chords at an angle $0\le\varphi\le\pi/4$ to one pair of sides. A central band of width $a(\cos\varphi-\sin\varphi)$ has chords of length $a/\cos\varphi$. On each side of it lies a band of width $a\sin\varphi$, in which the length falls linearly to zero, so that $c^2$ averages to one third of its maximum. Hence

$$\int c^2dp=a^3\left[\frac{\cos\varphi-\sin\varphi}{\cos^2\varphi}+\frac{2\sin\varphi}{3\cos^2\varphi}\right]=a^3\left[\frac1{\cos\varphi}-\frac{\sin\varphi}{3\cos^2\varphi}\right].$$

As in (c), $\int dA\,s$ is half of this. The full azimuth contains eight equivalent intervals:

$$\int dA\int d\varphi\,s=4a^3\left[\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}\right].$$

Multiplication by $3/(8a^2)$ gives

$$\Lambda_{\rm square}=a\left[\frac32\ln(1+\sqrt2)-\frac{\sqrt2-1}{2}\right]\approx1.115\,a .$$

This is not the mean flight $a$. The two lengths are different averages that coincide for the circle.

## (g) A wire of finite length

**Question.** A wire of length $L$ joins two black reservoirs, which absorb every arriving phonon and emit equally in all directions. How does its effective mean free path approach the infinite-wire value?

**Solution.** Let the reservoir temperatures differ by $\Delta T$, and let $W$ be the probability that a phonon entering at one end leaves at the other. The net flux is $q=\tfrac14CvW\Delta T$. Setting it equal to $\tfrac13Cv\Lambda_{\rm eff}\Delta T/L$ gives

$$\Lambda_{\rm eff}=\tfrac34LW .$$

To find $W$, we need the fraction $F(h)$ of phonons leaving one cross-section that reach another at distance $h$ without touching the wall. At azimuth $\varphi$ they must make an angle with the axis smaller than $\arctan(s/h)$. With cosine-weighted emission this fraction is $s^2/(s^2+h^2)$. Integrating along each chord gives

$$F(h)=\frac1A\int_{-R}^{R}dp\int_0^c\frac{s^2\,ds}{s^2+h^2}=1-\frac hA\int_{-R}^{R}\arctan\frac ch\,dp .$$

Call the last integral $J$, and put $p=R\sin\psi$ and $k=D/h$, so that $c/h=k\cos\psi$. At fixed $R$,

$$\frac{dJ}{dk}=R\int_{-\pi/2}^{\pi/2}\frac{\cos^2\psi\,d\psi}{1+k^2\cos^2\psi}=\frac{\pi R}{k^2}\left(1-\frac1{\sqrt{1+k^2}}\right).$$

Since $J=0$ at $k=0$, integration gives $J=\pi R(\sqrt{1+k^2}-1)/k$. With $X=h/D=1/k$,

$$F=1+2X^2-2X\sqrt{X^2+1}=\left(\sqrt{X^2+1}-X\right)^2 .$$

Now divide the wall into rings of width $\delta=0.05D$, each at one temperature. Phonons that pass one edge of a ring but not the other have struck that ring, so differences of $F$ give all exchanges. Two rings separated by a gap $h$ exchange energy in proportion to

$$A\left[F(h)-2F(h+\delta)+F(h+2\delta)\right].$$

Requiring zero net energy for every ring gives linear equations for the ring temperatures. Their numerical solution, with the direct flights $F(L)$ added to the wall emission that reaches the cold end, gives:

| $L/D$ | $W$ | $\Lambda_{\rm eff}/D$ |
|---|---|---|
| 10 | 0.1094 | 0.82 |
| 50 | 0.02529 | 0.95 |
| 250 | 0.005266 | 0.99 |
| 500 | 0.002649 | 0.99 |

The finite ring width makes these values of $W$ too large by about 0.06 percent, for the reason given below; for vanishing ring width they become 0.1093, 0.02528, 0.005263 and 0.002648. The effective path rises toward $D$. In units where a bare opening between the reservoirs ($L=0$, $W=1$) has resistance 1, the total resistance is $1/W$, and the infinite-wire formula accounts for $3L/4D$ of it. The excess $1/W-3L/4D$ is about 1.6 at $L=10D$ and 2.7 at $L=500D$ (the rings give 2.5 there, because their width lowers the resistance by about $375\times0.0006\approx0.2$). It grows slowly while the length grows fiftyfold, so its relative weight fades.

The resistance added between $250D$ and $500D$ corresponds to a path of $0.9996D$. Such closeness to $D$ is partly accidental. Spreading arrivals and departures over a ring adds a variance of roughly $\delta^2/6$ to $2D^2/3$, which raises the path by a fraction near $0.0006$, while the slow growth of the excess lowers it. The calculation therefore confirms $D$ to about one part in a thousand.

No linear profile was assumed in this calculation. Yet in the middle half of the longest wire the wall temperature departs from a fitted straight line by at most $1.6\times10^{-5}$ of the end-to-end difference. The solution in (a) is the one that the long wire adopts away from its ends.

## (h) Numbers for a cold wire

**Question.** Take a model wire with $D=1.0$ µm, $L=500$ µm, three acoustic branches of speed $v=5000$ m/s, a mean temperature $T=5$ K and $\Delta T=0.05$ K. Find the conductivity and the heat current, and judge the particle picture.

**Solution.** Assume that $T$ is low enough for linear dispersion. Three branches have $3\omega^2/(2\pi^2v^3)$ modes per volume and frequency. With $x=\hbar\omega/k_BT$,

$$C=\frac{3k_B^4T^3}{2\pi^2\hbar^3v^3}\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx .$$

Integration by parts turns the integral into $4\int_0^\infty x^3/(e^x-1)\,dx=4\pi^4/15$, so

$$C=\frac{2\pi^2k_B^4T^3}{5\hbar^3v^3}=122\ \mathrm{J\,m^{-3}\,K^{-1}} .$$

The conductivity is

$$\kappa=\tfrac13(122.3)(5000)(1.0\times10^{-6})=0.204\ \mathrm{W\,m^{-1}\,K^{-1}} .$$

Because $\Lambda$ does not depend on temperature, $\kappa$ follows the $T^3$ law of $C$ in this regime.

The area is $7.854\times10^{-13}$ m² and the mean gradient is $0.05/(5\times10^{-4})=100$ K/m. The infinite-wire formula gives a current of

$$(0.2039)(7.854\times10^{-13})(100)=1.60\times10^{-11}\ \mathrm W=16.0\ \mathrm{pW}.$$

Here $L/D=500$, and using the transmission $W$ from (g) lowers this to 15.9 pW.

The integrand of $C$ peaks where $x\coth(x/2)=4$, which is solved numerically by $x=3.83$. The corresponding wavelength is $2\pi\hbar v/(xk_BT)=12.5$ nm, about one eightieth of the diameter. The particle picture is therefore reasonable for the phonons that carry most of the heat.

A short wavelength does not by itself make the wall diffuse; that remains an assumption about its roughness. In the opposite limit of a perfectly smooth wall, mirror reflection leaves the axial velocity unchanged. The wall then does not degrade the heat current, and $\Lambda=D$ no longer applies. Scattering inside the wire, or a dispersion that favors some directions, also takes the problem outside the conditions used here.
